# Thermal response time of a thin silicon film on buried oxide

## Problem

A silicon island is 50 nm thick and lies on 100 nm of buried silicon dioxide, with a thick silicon substrate below. The island is a square of side 2.0 µm, cut off from its neighbours. Its top is bare. An electrical power of 0.2 mW/µm² is spread evenly over it.

Rough typical properties near room temperature are:

- heat capacity of silicon, $c_f=1.66$ MJ/(m³ K);
- heat capacity of the oxide, $c_{ox}=1.63$ MJ/(m³ K);
- thermal conductivity of the oxide, $k=1.4$ W/(m K).

(a) How long would the film take to respond if the oxide stored no heat?

(b) How long does it take when the oxide's own heat capacity is included?

(c) Can one number describe the whole transient?

(d) Which neglected effect changes the answer most?

## Model and conventions

Heat flows straight down. The lower face of the oxide stays at the substrate temperature, the top of the film is insulated, and the film has one uniform temperature. Material properties are constant. Part (d) sizes the errors of these assumptions.

Let $z$ run downward from $z=0$ at the film to $z=L$ at the substrate, and let $\theta(z,t)$ be the temperature rise above the substrate. The film thickness is $d$. Per unit area, define

$$R=\frac{L}{k},\qquad C_f=c_f d,\qquad C_{ox}=c_{ox}L .$$

The numbers are

$$R=\frac{100\times10^{-9}}{1.4}\ \text{m² K/W}=71.4\ \text{m² K/GW},$$

$$C_f=0.0830\ \text{J/(m² K)},\qquad C_{ox}=0.1630\ \text{J/(m² K)} .$$

These units are convenient because a joule divided by a gigawatt is a nanosecond.

## (a) The film alone

If the oxide stores nothing, the flux through it is $\theta(0,t)/R$ at every instant. With the power off, energy conservation for the film gives

$$C_f\frac{d\theta(0,t)}{dt}=-\frac{\theta(0,t)}{R}.$$

The solution is an exponential with time constant

$$\tau_0=RC_f=71.4\times0.0830\ \text{ns}=5.93\ \text{ns}.$$

But $C_{ox}$ is about twice $C_f$, so the oxide cannot be treated as a resistor without heat capacity. Nor should all of $C_{ox}$ be added to $C_f$, because the lower oxide barely warms.

## (b) Including the heat stored in the oxide

Heat the film with a constant flux $q$ until nothing changes. The same flux then crosses every depth of the oxide, so the profile is a straight line:

$$\theta_0(z)=T_0\left(1-\frac zL\right),\qquad T_0=qR .$$

For this island, $T_0=0.2\times71.4=14.3$ K, since 0.2 mW/µm² equals 0.2 GW/m².

Now switch the power off at $t=0$. Define the response time as the area under the normalised cooling curve of the film,

$$\tau=\frac1{T_0}\int_0^\infty\theta(0,t)\,dt .$$

For a single exponential this area is its time constant. The equations are linear, so the switch-on curve is $T_0$ minus the cooling curve, and the same $\tau$ describes both.

The heat equation in the oxide and the energy balance of the film are

$$c_{ox}\frac{\partial\theta}{\partial t}=k\frac{\partial^2\theta}{\partial z^2},\qquad C_f\frac{d\theta(0,t)}{dt}=k\left.\frac{\partial\theta}{\partial z}\right|_{z=0}.$$

The second sign follows from the downward flux $-k\,\partial\theta/\partial z$, which the film loses.

Integrate both equations over all time, with $A(z)=\int_0^\infty\theta\,dt$. Since $\theta$ falls from $\theta_0$ to zero, the left sides become minus the heat initially stored:

$$-c_{ox}\theta_0(z)=kA''(z),\qquad -C_fT_0=kA'(0).$$

Integrate the first equation from 0 to $z$, use the second for $A'(0)$, and write $u=z/L$:

$$-kA'(z)=C_fT_0+\int_0^z c_{ox}\theta_0(z')\,dz'
=T_0\left[C_f+C_{ox}\left(u-\frac{u^2}{2}\right)\right].$$

This is the total heat per area that crosses depth $z$ during cooling: all that was stored above it. Because $A(L)=0$, a second integration gives

$$A(0)=\int_0^L[-A'(z)]\,dz
=\frac{T_0L}{k}\left[C_f+C_{ox}\int_0^1\left(u-\frac{u^2}{2}\right)du\right].$$

The last integral is $1/2-1/6=1/3$. Dividing by $T_0$ gives

$$\boxed{\tau=R\left(C_f+\frac{C_{ox}}3\right)}$$

Numerically,

$$\tau=5.93\ \text{ns}+3.88\ \text{ns}=9.81\ \text{ns}.$$

**The film responds in about ten nanoseconds.** As a test, the oxide was divided into 200 cells and the resulting heat network was diagonalised. The area under its cooling curve is also 9.81 ns.

### Why one third

Heat released at depth $z$ must cross the remaining oxide, whose resistance is $R(1-u)$. In the time-integrated problem it raises the film by this resistance times the heat. The amount stored there also contains a factor $1-u$. The oxide therefore contributes

$$RC_{ox}\int_0^1(1-u)^2\,du=\frac{RC_{ox}}3 .$$

One factor counts the stored heat and the other its effect on the film.

Stored energy divided by power contains the first factor alone. It gives $R(C_f+C_{ox}/2)=11.75$ ns. That is the mean delay of the heat reaching the substrate: after switch-on, the time integral of $q$ minus the outgoing flux is the energy finally stored. It answers a different question from the film's response time.

## (c) Is one time enough?

Look for solutions that keep their shape while they decay:

$$\theta=\phi(z)e^{-t/\tau_n},\qquad \phi=\sin[x(1-u)] .$$

They vanish at the substrate. The heat equation requires

$$\frac1{\tau_n}=\frac{kx^2}{c_{ox}L^2}=\frac{x^2}{RC_{ox}} .$$

At the film, $\phi'(0)=-(x/L)\cos x$, so its energy balance becomes

$$-C_f\frac{x^2}{RC_{ox}}\sin x=-\frac xR\cos x .$$

With $r=C_{ox}/C_f=1.964$, this is

$$x\tan x=r .$$

The first root is $x_1=1.0714$. Since $RC_{ox}=71.4\times0.1630=11.6$ ns, the slowest time is $11.6/1.0714^2$ ns, or 10.14 ns before the intermediate rounding. The second mode decays in 0.88 ns.

To find how much of the film's cooling belongs to each mode, use the product

$$\langle f,g\rangle=C_ff(0)g(0)+c_{ox}\int_0^L fg\,dz .$$

For a mode $\phi_n$ and any $g$ with $g(L)=0$, the two equations of motion and one integration by parts give

$$\frac{\langle\phi_n,g\rangle}{\tau_n}
=-k\phi_n'(0)g(0)-k\int_0^L\phi_n''g\,dz
=k\int_0^L\phi_n'g'\,dz .$$

The terms at $z=0$ cancel. If $g$ is another mode, the right side is unchanged when the two are exchanged, so modes with different times have zero product. Each coefficient in the starting profile is therefore $\langle\phi_n,\theta_0\rangle/\langle\phi_n,\phi_n\rangle$.

Setting $g=\theta_0$, with $\theta_0'=-T_0/L$, gives

$$\langle\phi_n,\theta_0\rangle=\frac{\tau_nT_0\sin x_n}{R}=\frac{T_0C_{ox}\sin x_n}{x_n^2}.$$

The norm is

$$\langle\phi_n,\phi_n\rangle=C_{ox}\left[\frac{\sin^2x_n}{r}+\frac12-\frac{\sin x_n\cos x_n}{2x_n}\right].$$

Multiply the coefficient by $\phi_n(0)/T_0=\sin x_n/T_0$ to obtain the weight $a_n$ in the film's curve. Then divide numerator and denominator by $\sin^2x_n$, using $\cot x_n=x_n/r$ and $1/\sin^2x_n=1+x_n^2/r^2$:

$$a_n=\frac{1}{x_n^2\left[\dfrac1r+\dfrac12+\dfrac{x_n^2}{2r^2}-\dfrac1{2r}\right]}
=\frac{2r^2}{x_n^2(x_n^2+r^2+r)} .$$

The slowest mode has $a_1=96.4\%$. One time therefore describes this transient well, apart from a small, fast initial part. The film falls to $1/e$ of its starting rise after 9.77 ns, close to both the mean time and the slowest time. After switch-on, it has warmed by 9.1 K of its final 14.3 K at 10 ns.

### Two limits

When the oxide stores little heat, $r$ is small and $x\tan x\approx x^2+x^4/3$. Hence $x_1^2\approx r-r^2/3$, and

$$\tau_1\approx\frac{RC_{ox}}r\left(1+\frac r3\right)=R\left(C_f+\frac{C_{ox}}3\right).$$

The slowest time and the mean time agree to first order in $r$.

When the oxide stores much more heat than the film, $x_1\to\pi/2$. The slowest time tends to $4RC_{ox}/\pi^2\approx0.41RC_{ox}$, while the mean tends to $RC_{ox}/3$. The first weight falls to $8/\pi^2\approx0.81$, so a single exponential becomes a poorer description.

## A few cases

With the film and materials fixed, the film term grows as $L$ and the oxide term as $L^2$. Halving the oxide gives $5.93/2+3.88/4\approx3.9$ ns. Doubling it gives $2\times5.93+4\times3.88\approx27.4$ ns.

| Case | Mean time (ns) |
|---|---:|
| 100 nm oxide, its heat ignored | 5.93 |
| 100 nm oxide, its heat included | 9.81 |
| 50 nm oxide | 3.9 |
| 200 nm oxide | 27.4 |
| 100 nm oxide, with boundary resistances | 10.9 |
| 100 nm oxide, with 100 nm oxide cover | 21.5 |

The last two cases are worked out below.

## (d) What the model neglects

**A cover layer.** Suppose more oxide lies on the film, with its own top insulated. In the steady state no heat flows through this cover, so all of it sits at $T_0$. During cooling its heat must pass through the film and then the full resistance $R$. A cover of capacity $C_c$ therefore adds $RC_c$ to the mean time, without the factor $1/3$. For 100 nm of oxide,

$$\tau=9.81+71.4\times0.1630\approx21.5\ \text{ns}.$$

The $1/e$ time becomes 21.1 ns. This is the largest effect considered here, but it is a change of structure. For the bare island, with the rough inputs used below, the largest neglected effect is substrate warming, followed by the boundary resistances. For an island that really is bare, each effect below, taken alone, changes the time by about 15% or less. Effects that lengthen the time can add up to more than this.

**Material boundaries.** Let the upper and lower silicon–oxide boundaries have resistances $R_t$ and $R_b$, and let $S=R_t+R+R_b$. Heat at depth $u$ now has resistance $R_b+R(1-u)$ below it, and the steady rise there is $T_0$ times this resistance divided by $S$. The argument for the factor $1/3$ then gives

$$\tau=C_fS+\frac{C_{ox}}S\int_0^1[R_b+R(1-u)]^2du
=C_fS+\frac{C_{ox}}S\left(R_b^2+R_bR+\frac{R^2}3\right).$$

For a rough 5.0 m² K/GW at each boundary, $S=81.4$ m² K/GW and $\tau=10.9$ ns.

**Substrate warming.** A point source of power $P$ on a half-space with an insulated surface sends its heat through hemispheres, so the rise at distance $s$ is $P/(2\pi k_{Si}s)$. For uniform flux over a square of side $W$, the mean rise per unit flux is $Wm/(2\pi k_{Si})$, where $m$ is the mean of $W/s$ over pairs of points in the square. Let $a$ and $b$ be their separations along the two sides, in units of $W$. These have densities $2(1-a)$ and $2(1-b)$. Taking the half with $b<a$ twice and putting $b=av$,

$$m=8\int_0^1\frac{dv}{\sqrt{1+v^2}}\int_0^1(1-a)(1-av)\,da .$$

The inner integral is $1/2-v/6$, so

$$m=4\ln(1+\sqrt2)-\frac43(\sqrt2-1)\approx2.97 .$$

With $k_{Si}=148$ W/(m K), the final substrate rise is 9.0% of the rise across the oxide. This uses the bulk conductivity. Part of the heat in silicon is carried by phonons with mean free paths of a micrometre or more, so a source only 2 µm wide sees a somewhat larger spreading resistance than this. A constant flux lasting one mean time would give 5.7%, by numerical integration of the heat spreading. The actual flux into the substrate builds up gradually, so the rise at that time after switch-on is smaller.

This adds a slow tail. Heat from an early pulse eventually fills a volume growing as $t^{3/2}$, so a step approaches its final value as $t^{-1/2}$. The area under such a tail diverges in an unlimited substrate. The mean time then loses its use, whereas a $1/e$ time remains meaningful. With the flux into the substrate taken as uniform over the square, and the film measured against its new, higher final temperature, the $1/e$ time rises from 9.77 to about 11.3 ns.

**Heat leaving sideways.** Near a long edge, let the film cover $X<0$, with $X$ and the height $Y$ above the substrate measured in units of $L$. The uncovered oxide surface is insulated. The map $s=\sqrt{1+e^{\pi(X+iY)}}$ turns the oxide into a quarter-plane: the film becomes $0<s<1$, the substrate $s>1$, and the insulated surface the imaginary axis. Reflection in that axis gives a half-plane held at 1 for $-1<s<1$ and at 0 elsewhere on its boundary. The heat crossing the substrate boundary beyond a point $s$, per unit edge length and divided by $k$ times the temperature difference, is

$$\frac1\pi\ln\frac{s+1}{s-1}.$$

At a distance $X_0$ far inside the edge, $s-1\approx e^{-\pi X_0}/2$, and this becomes $X_0+(2\ln2)/\pi$. Each edge thus acts as if the film were wider by $0.441L$. A separate two-dimensional grid solution gives the same figure to three digits. Neglecting corners, four edges raise the conductance by $4\times0.441\times100/2000=8.8\%$. For a film at one temperature, the final rise falls accordingly. The response time falls too, though slightly less, because the oxide beyond the edges also stores heat: for a long strip 2.0 µm wide, which has only two such edges, the mean time of a film at one temperature is about 4% shorter, and for the square island about 7% shorter. The film is not quite uniform either. With a film conductivity of 30 W/(m K), the edges of such a strip end up about 10% cooler than its centre, measured as a rise above the substrate, and the mean time of the average film temperature is about 3% shorter rather than 4%.

**Smaller effects.** Resolving the temperature inside the film, with a rough conductivity of 30 W/(m K), changes the mean time by 0.17%. Conduction into still air, estimated with the same square-source formula, is 0.20% of the oxide conductance. For a chip 60 K hotter, take rough slopes of 0.12%/K for the heat capacity of silicon, 0.2%/K for that of the oxide and 0.10%/K for the oxide conductivity. The time then becomes $(5.93\times1.072+3.88\times1.12)/1.060\approx10.1$ ns, an increase of about 3%.

## Relation to real devices

The example resembles a bare silicon-on-insulator test island, and its layer thicknesses and properties are ordinary rough values for such a structure. A finished transistor usually breaks the bare-top assumption, because it carries a gate, insulating layers and metal. The 100 nm oxide cover shows that this can double the estimate; metal contacts can also carry heat away, which is not included here. Power in a working transistor is also concentrated in part of the film, so its hottest point need not follow the average temperature calculated here. Ten nanoseconds is thus an estimate for the evenly heated, bare film, and a covered device needs its own heat capacities and heat paths.

## Computed results

```
INPUTS (rough typical properties)
film thickness: 50 nm
buried oxide thickness: 100 nm
silicon heat capacity: 1.66 MJ/(m3 K)
oxide heat capacity: 1.63 MJ/(m3 K)
oxide conductivity: 1.4 W/(m K)
island side: 2.0 um
power density: 0.2 mW/um2
RESPONSE OF THE BARE FILM
oxide resistance R: 71.4 m2 K/GW
film capacity: 0.0830 J/(m2 K)
oxide capacity: 0.1630 J/(m2 K)
capacity ratio r: 1.964 (no unit)
film-only time: 5.93 ns
oxide contribution: 3.88 ns
mean time, formula: 9.81 ns
mean time, network: 9.81 ns
stored energy / power: 11.75 ns
first root x1: 1.0714 (no unit)
slowest mode time: 10.14 ns
slowest mode weight: 96.4 %
second mode time: 0.88 ns
1/e time: 9.77 ns
final film rise: 14.3 K
film rise 10 ns after switch-on: 9.1 K
NEGLECTED EFFECTS
oxide cover thickness: 100 nm
mean time with cover: 21.5 ns
1/e time with cover: 21.1 ns
resistance of each boundary: 5.0 m2 K/GW
mean time with two boundaries: 10.9 ns
substrate conductivity: 148 W/(m K)
substrate/oxide rise, final: 9.0 %
same for constant flux at mean time: 5.7 %
edge width / oxide thickness, formula: 0.4413 
edge width / oxide thickness, grid: 0.4411 
extra conductance from edges: 8.8 %
thin-film conductivity: 30 W/(m K)
time change, resolved film: 0.17 %
air conductivity: 0.026 W/(m K)
air/oxide conductance: 0.20 %
hotter chip, temperature step: 60 K
heat capacity slope: 0.13 %/K
oxide conductivity slope: 0.10 %/K
time change, hotter chip: 1.7 %
```
